\section*{Algebraic polariton transmission through a disordered exciton chain in a cavity}

\section{What fails without the cavity}

Take a chain of 1600 molecules whose excitation energies scatter over a width equal to twice the nearest-neighbour hopping $J$. Send an exciton in at one end, at an energy inside the exciton band. The mean of $\ln T$, with $T$ the transmission, comes out near $-149$. Doubling the length doubles this number, so a better contact at the ends cannot rescue transport.

A cavity mode that couples to every molecule replaces the exponential by a power of the length. The power depends on what is measured (the transmission at a fixed energy, the resonance peak, or the integral over the resonance) and, for the peak and the integral, on whether the photon can be lost. For the peak without loss the power is zero. Each case is worked out below.

\section{Model and meaning of transmission}

One excitation is shared by $N$ molecules and one cavity mode $c$:
\begin{align}
H={}&\sum_{j=1}^{N}\varepsilon_j|j\rangle\langle j|
-J\sum_{j=1}^{N-1}\bigl(|j\rangle\langle j+1|+\text{h.c.}\bigr)\nonumber\\
&+\omega_c|c\rangle\langle c|+g\sum_{j=1}^{N}\bigl(|j\rangle\langle c|+\text{h.c.}\bigr).
\end{align}
The $\varepsilon_j$ are independent and uniform in $[-W/2,W/2]$. Energies are measured from the mean molecular energy, $\hbar=1$, and $J$ is the energy unit, since only ratios to $J$ matter. The collective coupling $\Omega=g\sqrt N$ is held fixed as $N$ grows, as when the mode volume grows with the chain. The rotating-wave form of $H$ requires $\Omega$ to be small against the optical transition energy.

Leads with an energy-independent rate $\Gamma$ act on sites 1 and $N$; the photon is lost at rate $\kappa$. A wave $b$ entering at site 1 drives the amplitudes $a$ at energy $E$:
\begin{equation}
\Bigl(E-H+\tfrac{i}{2}\Lambda\Bigr)a=\sqrt\Gamma\,b\,e_1 ,
\end{equation}
where $\Lambda$ is diagonal, with entries $\Gamma$ on sites 1 and $N$, $\kappa$ on $c$, and zero elsewhere. With $G=(E-H+i\Lambda/2)^{-1}$ the solution is $a=\sqrt\Gamma\,b\,Ge_1$. The outgoing waves are $b-i\sqrt\Gamma a_1$ and $-i\sqrt\Gamma a_N$, so
\begin{equation}
r=1-i\Gamma G_{11},\qquad T=\Gamma^2|G_{1N}|^2 ,
\end{equation}
where $G_{N1}=G_{1N}$ because $H$ is real and symmetric.

\emph{Check: flux.} From $G-G^\dagger=G^\dagger\bigl[(G^{\dagger})^{-1}-G^{-1}\bigr]G=-iG^\dagger\Lambda G$, the $11$ element is
\begin{equation}
2\,\mathrm{Im}\,G_{11}=-\Gamma|G_{11}|^2-\Gamma|G_{1N}|^2-\kappa|G_{c1}|^2 .
\end{equation}
Inserting this in $|r|^2=1+2\Gamma\,\mathrm{Im}\,G_{11}+\Gamma^2|G_{11}|^2$ gives $|r|^2+T+\Gamma\kappa|G_{c1}|^2=1$. Reflection, transmission and photon loss account for the whole input.

\section{The bare chain: from one impurity to many}

Put one impurity $\varepsilon$ at site 0 of an infinite clean chain, where $E=-2J\cos k$ and $0<k<\pi$. Let $\psi_n=e^{ikn}+r_1e^{-ikn}$ for $n\le0$ and $\psi_n=t_1e^{ikn}$ for $n\ge0$. At $n=0$ both forms must agree, so $r_1=t_1-1$. The equation at site 0 is
\begin{align}
(E-\varepsilon)t_1&=-J\bigl(t_1e^{ik}+e^{-ik}+r_1e^{ik}\bigr)\nonumber\\
&=-2Jt_1e^{ik}+2iJ\sin k .
\end{align}
Substituting $E=-2J\cos k$ and collecting $t_1$ gives $t_1(2iJ\sin k-\varepsilon)=2iJ\sin k$, hence
\begin{equation}
T_1=|t_1|^2=\frac{1}{1+\varepsilon^2/(4J^2\sin^2k)} .
\end{equation}

For two scatterers $a,b$ in series, the repeated reflections between them form a geometric series. With $\rho<1$ the product of the two facing reflection moduli and $\theta$ the round-trip phase,
\begin{equation}
\ln T_{ab}=\ln T_a+\ln T_b-2\ln|1-\rho e^{i\theta}| .
\end{equation}
Since $\ln|1-\rho e^{i\theta}|=-\mathrm{Re}\sum_{m\ge1}\rho^me^{im\theta}/m$, its average over a uniform $\theta$ vanishes, and mean logarithms add. For weak disorder $\ln T_1\simeq-\varepsilon^2/(4J^2\sin^2k)$, and $\langle\varepsilon^2\rangle=W^2/12$, so
\begin{equation}
\langle\ln T\rangle\simeq-\frac N\ell+\text{const},\qquad
\frac1\ell=\frac{W^2}{48J^2\sin^2k} .
\end{equation}
The constant holds the end contacts. The uniform phase is an assumption for weak disorder. It is unsafe at the band centre, where the phase $2k$ gained per site repeats after two sites, and near the band edges, where $\sin k\to0$.

\emph{Check: numbers.} At $E=0.6J$, $\sin^2k=1-0.3^2=0.91$. For $W=J$ the formula gives $0.0229$ per site and the numerical slope is $0.0233$. For $W=2J$ it gives $4/(48\times0.91)=0.0916$, against $0.0917$, so $\ell\simeq11$ sites.

\section{The simplest cavity: disconnected identical molecules}

Now set $J=0$ and all $\varepsilon_j=0$. Without the photon nothing passes from site 1 to site $N$. With it, the symmetric state $|B\rangle=N^{-1/2}\sum_j|j\rangle$ couples to the photon with strength $g\sqrt N=\Omega$. For a state $\beta|B\rangle+\chi|c\rangle$,
\begin{equation}
E\beta=\Omega\chi,\qquad (E-\omega_c)\chi=\Omega\beta
\quad\Rightarrow\quad E(E-\omega_c)=\Omega^2 .
\end{equation}
Normalization gives the photon weight $Z=|\chi|^2=1/(1+\Omega^2/E^2)$, and each molecule carries the weight $\Omega^2Z/(NE^2)$. For $\omega_c=0$ these are $1/2$ and $1/(2N)$. The polariton touches both ends with a weight that falls as $1/N$, however far apart they are. It remains to see whether this survives hopping and disorder.

\section{Eliminating the photon from the general chain}

Let $G^0$ be the Green function of the chain with its leads but without the photon, and let $u=(1,\dots,1)^T$. For a unit source at site $N$, with molecular amplitudes $x$ and photon amplitude $\chi$,
\begin{align}
x&=G^0e_N+g\,\chi\,G^0u,\\
\bigl(E-\omega_c+\tfrac{i\kappa}{2}\bigr)\chi&=g\,u^Tx .
\end{align}
Define $A=G^0u$ and $s=u^TG^0u/N$. Inserting the first line in the second and using the symmetry of $G^0$ gives $\chi=gA_N/D$. Then $G_{1N}=x_1$ is
\begin{equation}
G_{1N}=G^0_{1N}+\frac{\Omega^2}{N}\frac{A_1A_N}{D},\qquad
D=E-\omega_c+\frac{i\kappa}{2}-\Omega^2s .
\label{eq:split}
\end{equation}
No approximation has been made within the model. The first term runs along the chain, the second through the photon.

\emph{Check: disconnected molecules.} With $J=\varepsilon_j=0$ and no leads or loss, $s=1/E$, and $D=0$ returns $E(E-\omega_c)=\Omega^2$.

\subsection{Bounds outside the band}

The factor $1/N$ in \eqref{eq:split} sets the law only if $A_1$ and $A_N$ do not themselves decay with $N$. Let $d=|E|-W/2>3J$. Write $G^0=(K+JC)^{-1}$, where $K$ is diagonal with $|K_{jj}|\ge d$ and $C$ connects neighbours. In the series in powers of $JC$, at least $N-1$ hops are needed to join the ends. Each hop costs at most $2J/d$ in the row-sum norm, so
\begin{equation}
|G^0_{1N}|\le\frac1d\sum_{m=N-1}^{\infty}\Bigl(\frac{2J}{d}\Bigr)^m
=\frac{(2J/d)^{N-1}}{d-2J} .
\end{equation}
The vector $A$ obeys $KA+JCA=u$. Its largest modulus $M$ satisfies $M\le(1+2JM)/d$, which gives $M\le1/(d-2J)$. The first row reads $K_{11}A_1=1-JA_2$, with $|K_{11}|\le|E|+W/2+\Gamma/2$. Therefore
\begin{equation}
\frac{1-J/(d-2J)}{|E|+W/2+\Gamma/2}\le|A_1|\le\frac1{d-2J},
\end{equation}
and the same holds for $A_N$. These bounds hold for every disorder realization, not just on average.

Since $|s|\le M$, $|D|$ has an upper bound independent of $N$. At a fixed energy where $|D|$ also stays away from zero, the photon path gives
\begin{equation}
T\propto N^{-2}\qquad(\text{fixed }E,\ |E|>W/2+3J,\ \text{off resonance}).
\end{equation}
The proportionality means bounds above and below by constants times $N^{-2}$ once the direct term is negligible.

\section{On the polariton resonance}

\subsection{Widths and position}

The flux argument, applied to the chain alone and placed between $u^T$ and $u$, gives $2N\,\mathrm{Im}\,s=-\Gamma(|A_1|^2+|A_N|^2)$. With
\begin{equation}
\gamma_i=\frac{\Gamma\Omega^2}{N}|A_i|^2,\qquad
\mathrm{Im}\,D=\tfrac12(\kappa+\gamma_1+\gamma_N),
\end{equation}
and the direct path dropped, \eqref{eq:split} becomes
\begin{equation}
T=\frac{\gamma_1\gamma_N}{(\mathrm{Re}\,D)^2+\tfrac14(\kappa+\gamma_1+\gamma_N)^2} .
\end{equation}

The example uses $W=2J$, $\omega_c=-2J$, $\Omega=6J$ and $\Gamma=0.2J$. The bare spectrum then lies within $[-3J,3J]$. Without leads, $s$ is an average of $1/(E-e)$ over energies $e$ in that interval. At $E=-4J$ this gives $s\le-1/(7J)$ and $D\ge(-2+36/7)J>0$. At $E=-12J$ it gives $s\ge-1/(9J)$ and $D\le(-10+4)J<0$. As $dD/dE=1+(\Omega^2/N)\,u^T(G^0)^2u>0$, there is one root $E_P$ between them, the lower polariton, and $d>3J$ there. The leads change $s$ by a term of order $1/N$.

An eigenvector without leads has $x=g\chi A$. Its norm is $1=|\chi|^2\,dD/dE$, so the photon weight and the end-site weights are
\begin{equation}
Z=\Bigl(\frac{d\,\mathrm{Re}\,D}{dE}\Bigr)^{-1}_{E_P},\qquad
p_i=\frac{Z\Omega^2|A_i|^2}{N}=\frac{Z\gamma_i}{\Gamma} .
\end{equation}
Diagonalizing a 60-site chain confirms both weights in a test.

\subsection{Peak and integral}

Near the root $\mathrm{Re}\,D\simeq(E-E_P)/Z$. With $q=\kappa+\gamma_1+\gamma_N$ the line is a Lorentzian of full width $Zq$, and
\begin{align}
T_{\rm peak}&=\frac{4\gamma_1\gamma_N}{q^2},\\
I=\int T\,dE&=Z^2\gamma_1\gamma_N\,\frac{\pi}{Zq/2}
=\frac{2\pi Z\gamma_1\gamma_N}{q} .
\end{align}
This needs $Zq$ to be small against the distance from $E_P$ to the band. Two limits follow from $\gamma_i\propto1/N$:
\begin{align}
\kappa=0:&\quad T_{\rm peak}\propto N^0,\quad I\propto N^{-1},\\
\kappa\gg\gamma_1+\gamma_N:&\quad T_{\rm peak}\propto N^{-2},\quad I\propto N^{-2} .
\end{align}
In the first, entry and exit slow down together, so the line narrows but its peak stays. In the second, the photon usually escapes before the exciton leaves through a contact. The change occurs where $\kappa=\gamma_1+\gamma_N$, at
\begin{equation}
N^*=\frac{\Gamma\Omega^2}{\kappa}\bigl(|A_1|^2+|A_N|^2\bigr).
\end{equation}

\emph{Check: numbers.} For $N=1600$ the output gives $E_P=-8.02J$, $Z=0.497$ and $\gamma_1=9.73\times10^{-5}J$. Setting $\gamma_N\simeq\gamma_1$, the lossless integral should be
\begin{equation}
I\simeq\pi Z\gamma_1=\pi(0.497)(9.73\times10^{-5})J=1.52\times10^{-4}J ,
\end{equation}
against $1.49\times10^{-4}J$ from quadrature of $T$. These are averages over 12 disordered chains. The lossless peak is $0.99$ at every length from 100 to 1600. The lossless peak is set by the ratio $\gamma_1/\gamma_N$, which stays near one this far from the band. The same end segments are kept here as each chain grows, so the ratio hardly changes; fresh sets of 12 chains give values between about $0.98$ and $0.995$, with no trend in $N$.

With $\kappa=0.01J$, $N^*$ is about 31 sites, and the peak estimate is
\begin{equation}
T_{\rm peak}\simeq\frac{4(9.73\times10^{-5})^2}{(0.01+1.95\times10^{-4})^2}=3.6\times10^{-4},
\end{equation}
against $3.5\times10^{-4}$. Between $N=800$ and 1600 the lossy integral falls with exponent $-1.97$ and the peak with $-1.94$. The small departures from $-2$ come from the lead widths still present in $q$. With $2\gamma_1$ for their sum, $q$ falls by a factor $1.019$ over this doubling, which shifts the exponents by $\log_2 1.019\simeq0.03$ and twice that. At the fixed energy $-7J$, without loss, the exponent is $-1.99$.

At $N=1600$ the geometric mean of the lossless integral over the 12 disordered chains is $0.994$ times the clean-chain value. Single chains scatter more widely, because $A_1$ and $A_N$ depend on the energies near the ends. In this sense the polariton bypasses the disorder: the random energies alter the end factors and the line position, but do not cut the path.

\section{A comparison at equal footing}

At $E_P$ the bare chain of 100 sites has a mean $\log_{10}T$ of about $-181$. That is mostly not Anderson localization: $E_P$ lies outside the bare band, where even a clean chain transmits evanescently. A fair comparison sets the polariton integral against the integral over the bare band.

A bare eigenstate with end weights $p_1,p_N$, well separated from its neighbours and weakly coupled to the leads, has partial widths $\Gamma p_1$ and $\Gamma p_N$. The Lorentzian integral gives
\begin{equation}
I_{\rm state}=2\pi\Gamma\frac{p_1p_N}{p_1+p_N}\le2\pi\Gamma\min(p_1,p_N) .
\end{equation}
The lossless polariton obeys the same formula, as $p_i=Z\gamma_i/\Gamma$ shows. The difference lies in the weights. A state localized around site $m$ typically has $p_1\sim e^{-m/\ell}$ and $p_N\sim e^{-(N-m)/\ell}$. On this estimate the smaller of the two is largest for a state in the middle, where it is still of order $e^{-N/(2\ell)}$. Rare states connect the ends better than this, but the geometric means below, which include them, still fall steeply with $N$. The polariton has $p_i\propto1/N$.

Geometric means over 12 realizations, in units of $J$, are:
\begin{center}
\begin{tabular}{cccc}
$N$ & bare band & polariton, $\kappa=0$ & $\kappa=0.01J$\\
100 & $1.5\times10^{-2}$ & $2.4\times10^{-3}$ & $5.6\times10^{-4}$\\
200 & $6.6\times10^{-4}$ & $1.2\times10^{-3}$ & $1.6\times10^{-4}$\\
400 & $1.8\times10^{-6}$ & $5.9\times10^{-4}$ & $4.2\times10^{-5}$
\end{tabular}
\end{center}
In these samples the bare band carries more than the polariton at 100 sites. The lossless polariton leads at 200 sites, and by a wide margin at 400, where the lossy one leads too. The table compares the polariton line alone with the bare band. With the cavity present, states inside the band also transmit through the photon, and together they carry more than the lower polariton line: about $2.8\times10^{-2}J$ at 100 sites and $9.5\times10^{-3}J$ at 200 for $\kappa=0$, while the upper polariton adds about twice the lower one. The total with the cavity already exceeds the bare band at 100 sites. The table therefore shows when the lower polariton line alone outdoes the bare band, not when the cavity raises the total. The bare column is a sum over isolated resonances. That approximation was tested against direct integration for 20 sites at the weaker contact $\Gamma=0.02J$. At $\Gamma=0.2J$ it overstates the geometric means in the bare column by up to about a factor of two, which leaves the ordering in the table unchanged. For single chains the error can be much larger.

\section{Inside the band}

The bounds above do not apply at energies inside the bare band, but \eqref{eq:split} does. Without leads,
\begin{equation}
s=\frac1N\sum_n\frac{(u^T\psi_n)^2}{E-E_n} .
\end{equation}
A localized state $\psi_n$ has an overlap with $u$ that does not grow with $N$. The nearest level typically lies at a distance of order $1/N$, so the typical size of its contribution to $s$ does not change with $N$. The same is expected of the whole sum. The factors $A_1$ and $A_N$ depend mainly on the surroundings of the two ends. The photon path then gives a typical $T\propto N^{-2}$, while $G^0_{1N}$ is exponentially small. This is a scaling argument, not a proof.

At $E=0.6J$ and $\kappa=0$, with the same disordered chains used with and without the cavity, the mean $\ln T$ changes as follows:
\begin{center}
\begin{tabular}{ccc}
$N$ & bare & with cavity\\
200 & $-21.2$ & $-12.0$\\
400 & $-39.4$ & $-13.5$\\
800 & $-75.5$ & $-15.0$\\
1600 & $-149.5$ & $-16.6$
\end{tabular}
\end{center}
The bare column is linear in $N$; the cavity column drops by about $1.5$ per doubling. The fitted exponent is $-2.19$, somewhat steeper than $-2$ and inside the test tolerance of $0.25$. Each entry is a mean over 1000 chains with a standard error of about $0.12$, and the excess is sampling noise: with 3000 chains the fitted exponent is $-2.00$ for $N=200$ to 1600 and $-1.96$ for $N=800$ to 6400.

\section{Where the result stops}

The laws belong to one uniform mode, one excitation and static disorder, at fixed $\Omega$. If $g$ is fixed instead, $\Omega$ grows as $\sqrt N$ and the polariton energy moves with length, so the constants used here no longer stay constant. Molecular vibrations and exciton decay are left out. A uniform exciton decay rate $\eta$ adds $\eta(1-Z)/Z$ to $q$, just as photon loss adds $\kappa$, so the lossless laws need every loss to be small against $\gamma_1+\gamma_N$: $\eta=10^{-4}J$ already lowers the peak at $N=1600$ to about $0.42$. Since $N^*\propto1/\kappa$, a loss $\kappa=0.1J$ gives $N^*\simeq3$ sites, and only the $N^{-2}$ laws are then seen. The peak and integral laws describe the lower polariton line alone, not the total transmission, and do not rely on a condensate. The tabulated values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Inputs [J]: W=2.0, w_c=-2.0, Omega=6.0, Gamma=0.2, kappa=0.01
N=60 diagonalization: E_P=-7.9734 J, photon weight=0.5007
N=60 end-site weight p_1=7.118e-03
Polariton data: geometric means over 12 disorder realizations
N=100: E_P=-8.0121 J, Z=0.4974, gamma_1=1.561e-03 J
  kappa=0: peak=0.9904, integral=2.386e-03 J
  kappa=0.01 J: peak=5.475e-02, integral=5.601e-04 J
  T at fixed E=-7 J, kappa=0: 8.997e-07
  no cavity, same E_P: mean log10 T=-180.6
N=200: E_P=-8.0194 J, Z=0.4969, gamma_1=7.787e-04 J
  kappa=0: peak=0.9904, integral=1.189e-03 J
  kappa=0.01 J: peak=1.753e-02, integral=1.580e-04 J
  T at fixed E=-7 J, kappa=0: 2.206e-07
N=400: E_P=-8.0207 J, Z=0.4968, gamma_1=3.892e-04 J
  kappa=0: peak=0.9904, integral=5.943e-04 J
  kappa=0.01 J: peak=5.030e-03, integral=4.229e-05 J
  T at fixed E=-7 J, kappa=0: 5.498e-08
N=800: E_P=-8.0209 J, Z=0.4968, gamma_1=1.946e-04 J
  kappa=0: peak=0.9904, integral=2.971e-04 J
  kappa=0.01 J: peak=1.353e-03, integral=1.097e-05 J
  T at fixed E=-7 J, kappa=0: 1.374e-08
N=1600: E_P=-8.0191 J, Z=0.4970, gamma_1=9.734e-05 J
  kappa=0: peak=0.9904, integral=1.487e-04 J
  kappa=0.01 J: peak=3.515e-04, integral=2.797e-06 J
  T at fixed E=-7 J, kappa=0: 3.450e-09
Exponent N=800 to 1600, peak, kappa=0: -0.000
Exponent N=800 to 1600, integral, kappa=0: -0.999
Exponent N=800 to 1600, peak, lossy: -1.944
Exponent N=800 to 1600, integral, lossy: -1.971
Exponent N=800 to 1600, fixed E=-7 J: -1.993
Crossover length N*=30.9 sites
Clean chain N=1600, kappa=0: integral=1.496e-04 J
Disordered/clean integral ratio=0.994
No cavity, N=100: resonance-sum integral=1.485e-02 J
No cavity, N=200: resonance-sum integral=6.632e-04 J
No cavity, N=400: resonance-sum integral=1.790e-06 J
W=1 J, E=0.6 J: 1/l numeric=0.02329, formula=0.02289 per site
In band N=200: mean ln T bare=-21.16, cavity=-12.04
In band N=400: mean ln T bare=-39.35, cavity=-13.48
In band N=800: mean ln T bare=-75.50, cavity=-15.04
In band N=1600: mean ln T bare=-149.48, cavity=-16.57
W=2 J, E=0.6 J: 1/l numeric=0.0917, formula=0.0916 per site
W=2 J, E=0.6 J: decay length l=10.91 sites
In-band cavity exponent, N=200 to 1600: -2.187
\end{verbatim}
